\section*{Dirac parity and the orbital momenta of large and small components}

\section{What goes wrong with plain inversion}

In one-electron quantum mechanics without spin-dependent dynamics, the parity of a central-field state is found by replacing $\mathbf r$ with $-\mathbf r$ in its wave function. Applied unchanged to a Dirac spinor, this rule fails: it turns a solution into a function that does not solve the equation. Take
\begin{equation}
H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2+V(r),\qquad
\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},
\end{equation}
with $\hbar=1$, $m>0$, a real central potential $V(r)$ and no vector potential. Write $\psi=(\phi,\eta)$, where $\phi$ is the upper (large) and $\eta$ the lower (small) two-component function. Then $H\psi=E\psi$ reads
\begin{align}
(mc^2+V-E)\,\phi+c\,\boldsymbol\sigma\cdot\mathbf p\,\eta&=0,\label{up}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\phi+(V-mc^2-E)\,\eta&=0.\label{low}
\end{align}
Replacing $\mathbf r$ by $-\mathbf r$ leaves $V(r)$ alone and reverses $\mathbf p=-i\nabla$. The functions $\phi(-\mathbf r)$ and $\eta(-\mathbf r)$ therefore obey these equations with the wrong sign in front of $\boldsymbol\sigma\cdot\mathbf p$. Changing the sign of $\eta(-\mathbf r)$ repairs both equations, and that sign change is the matrix $\beta$.

The result to be shown has two parts. With $(\mathcal I\psi)(\mathbf r)=\psi(-\mathbf r)$, the parity operator is
\begin{equation}
\Pi=\beta\,\mathcal I. \label{Pi}
\end{equation}
Further, in a bound state with sharp total angular momentum $j$ and sharp parity, $\phi$ and $\eta$ have sharp orbital momenta $l$ and $l'$ with
\begin{equation}
|l-l'|=1,\qquad \Pi\psi=(-1)^l\psi. \label{result}
\end{equation}
The $l$ in the parity belongs to the upper component.

\section{First derivation: symmetry}

\subsection{The matrix in the parity operator}

Let $\Pi=S\mathcal I$ with a constant $4\times4$ matrix $S$, and require $\Pi H=H\Pi$. Since $\mathcal I\mathbf p=-\mathbf p\,\mathcal I$ and $\mathcal I$ commutes with $V(r)$ and with constant matrices,
\begin{equation}
\Pi H-H\Pi=\Big[-c\sum_i(S\alpha_i+\alpha_iS)\,p_i+mc^2(S\beta-\beta S)\Big]\mathcal I .
\end{equation}
Acting on plane waves, the bracket becomes a linear function of the wave vector, which must vanish for every wave vector. Each coefficient is then zero:
\begin{equation}
S\alpha_i=-\alpha_iS,\qquad S\beta=\beta S. \label{cond}
\end{equation}

Put $T=\beta S$. Because $\beta$ anticommutes with $\alpha_i$,
\begin{equation}
T\alpha_i=\beta S\alpha_i=-\beta\alpha_iS=\alpha_i\beta S=\alpha_iT,
\qquad T\beta=\beta S\beta=\beta\beta S=\beta T .
\end{equation}
Commuting with $\beta$ makes $T$ block diagonal, with $2\times2$ blocks $a$ and $d$. Commuting with $\alpha_i$ gives $a\sigma_i=\sigma_id$, or $d=\sigma_ia\sigma_i$ for each $i$. Equating the expressions for $i=1$ and $i=2$, then multiplying by $\sigma_2$ on the left and $\sigma_1$ on the right, gives $\sigma_2\sigma_1a=a\sigma_2\sigma_1$. Since $\sigma_2\sigma_1=-i\sigma_3$, $a$ commutes with $\sigma_3$. The other pairs show that it commutes with $\sigma_1$ and $\sigma_2$ too, so $a$ is a number times the unit matrix, and $d=\sigma_ia\sigma_i=a$. Thus $T$ is a number and $S$ is that number times $\beta$.

Requiring $\Pi^2=1$ leaves $S=\pm\beta$, and the plus sign is a convention. With the other sign every parity eigenvalue below would be reversed; relative parities would not change. The mass matters here. For $m=0$ the second condition in \eqref{cond} is absent, and $S=i\beta\gamma_5$ is also allowed, where $\gamma_5$ has unit matrices as its off-diagonal blocks. The matrix $\gamma_5$ commutes with all $\alpha_i$, so $\beta\gamma_5$ anticommutes with them; it anticommutes with $\beta$, so $(\beta\gamma_5)^2=-1$ and the factor $i$ restores $\Pi^2=1$.

\subsection{Angular momentum}

Let $\mathbf L=\mathbf r\times\mathbf p$, $\Sigma_i=\mathrm{diag}(\sigma_i,\sigma_i)$ and $\mathbf J=\mathbf L+\boldsymbol\Sigma/2$. From $[L_i,p_j]=i\varepsilon_{ijk}p_k$ and $[\sigma_j,\sigma_i]=2i\varepsilon_{jik}\sigma_k$, with repeated indices summed,
\begin{align}
[\boldsymbol\alpha\cdot\mathbf p,L_i]&=\alpha_j[p_j,L_i]=-i\varepsilon_{ijk}\alpha_jp_k=-i(\boldsymbol\alpha\times\mathbf p)_i,\\
[\boldsymbol\alpha\cdot\mathbf p,\tfrac12\Sigma_i]&=i\varepsilon_{jik}\alpha_kp_j=+i(\boldsymbol\alpha\times\mathbf p)_i .
\end{align}
The sum vanishes, and $\mathbf J$ also commutes with $\beta$ and $V(r)$. Hence $[H,\mathbf J]=0$, while $\mathbf L$ alone is not conserved: $l$ is not a quantum number of the whole spinor.

Inversion reverses both $\mathbf r$ and $\mathbf p$ and so leaves $\mathbf L$ unchanged; $\beta$ commutes with $\boldsymbol\Sigma$. Therefore $\Pi$ commutes with $\mathbf J$, and bound states can be chosen as common eigenstates of $H$, $J^2$, $J_z$ and $\Pi$.

\subsection{Reading off the orbital momenta}

Let $\Pi\psi=s\psi$ with $s=\pm1$. By \eqref{Pi},
\begin{equation}
\phi(-\mathbf r)=s\,\phi(\mathbf r),\qquad \eta(-\mathbf r)=-s\,\eta(\mathbf r). \label{opp}
\end{equation}
The function $r^lY_{lm_l}$ is a homogeneous polynomial of degree $l$, so $Y_{lm_l}$ acquires $(-1)^l$ under inversion. Equation \eqref{opp} thus says that $\phi$ contains orbital momenta of one evenness and $\eta$ those of the other. Parity alone makes the difference odd; it could still be three.

Sharp $j$ removes that freedom. $\mathbf J$ acts on each component separately as $\mathbf L+\boldsymbol\sigma/2$, and adding $l$ to spin $1/2$ yields $j$ only if $l=j-\tfrac12$ or $l=j+\tfrac12$. These two values differ by one and have opposite evenness. Parity gives one of them to $\phi$ and the other to $\eta$, and the first relation in \eqref{opp} gives $s=(-1)^l$. For $j=3/2$, for example, $s=+1$ requires $(l,l')=(2,1)$ and $s=-1$ requires $(1,2)$.

Neither component can be absent. If $\eta=0$, equation \eqref{low} becomes $\boldsymbol\sigma\cdot\mathbf p\,\phi=0$. In momentum space, multiplying by $\boldsymbol\sigma\cdot\mathbf k$ gives $k^2\tilde\phi(\mathbf k)=0$, so a square-integrable $\phi$ vanishes as well. If $\phi=0$, equation \eqref{up} removes $\eta$ in the same way.

\section{Second derivation: the action of $H$}

This route does not assume a parity operator. It follows what $\boldsymbol\sigma\cdot\mathbf p$ does to angular functions and finds parity at the end.

\subsection{Spin-angular functions}

Let $\chi_{\kappa\mu}$ be a normalized two-component function on the sphere with sharp $l$, $j$ and $J_z=\mu$. On it, $\boldsymbol\sigma\cdot\mathbf L=J^2-L^2-\tfrac34$ has the value
\begin{equation}
j(j+1)-l(l+1)-\tfrac34=
\begin{cases}
l, & j=l+\tfrac12,\\
-l-1, & j=l-\tfrac12 .
\end{cases}
\end{equation}
Define $\kappa$ by
\begin{equation}
\boldsymbol\sigma\cdot\mathbf L\,\chi_{\kappa\mu}=-(\kappa+1)\chi_{\kappa\mu}. \label{kap}
\end{equation}
Then $\kappa=-l-1$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. In both cases $|\kappa|=j+\tfrac12$, so the one integer $\kappa$ fixes both $j$ and $l$.

Next consider $\sigma_r=\boldsymbol\sigma\cdot\mathbf n$ with $\mathbf n=\mathbf r/r$. Using $L_in_j=n_jL_i+i\varepsilon_{ijk}n_k$ and $\varepsilon_{ijk}\sigma_i\sigma_j=2i\sigma_k$,
\begin{align}
\boldsymbol\sigma\cdot\mathbf L\,\sigma_r+\sigma_r\,\boldsymbol\sigma\cdot\mathbf L
&=(\sigma_i\sigma_j+\sigma_j\sigma_i)n_jL_i+i\varepsilon_{ijk}\sigma_i\sigma_jn_k\nonumber\\
&=2\,\mathbf n\cdot\mathbf L-2\sigma_r=-2\sigma_r,
\end{align}
because $\mathbf r\cdot(\mathbf r\times\mathbf p)=0$. So $\sigma_r$ anticommutes with $\boldsymbol\sigma\cdot\mathbf L+1$, whose eigenvalue is $-\kappa$, and it turns $\kappa$ into $-\kappa$. As a rotational scalar it keeps $\mu$, and $\sigma_r^2=1$ preserves the norm. The phase of $\chi_{-\kappa\mu}$ is chosen so that
\begin{equation}
\sigma_r\chi_{\kappa\mu}=-\chi_{-\kappa\mu}. \label{sr}
\end{equation}

\subsection{The momentum operator changes $l$ by one}

Insert $\sigma_r^2=1$ and use $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$:
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p=\sigma_r\,(\sigma_r\,\boldsymbol\sigma\cdot\mathbf p)
=\sigma_r\Big(-i\frac{\partial}{\partial r}+\frac{i}{r}\,\boldsymbol\sigma\cdot\mathbf L\Big).
\end{equation}
With \eqref{kap} and \eqref{sr},
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,f(r)\chi_{\kappa\mu}
=i\Big(f'+\frac{\kappa+1}{r}f\Big)\chi_{-\kappa\mu}. \label{sp}
\end{equation}
If $\kappa=l>0$, then $-\kappa=-l=-(l-1)-1$ belongs to $l'=l-1$. If $\kappa=-l-1<0$, then $-\kappa=l+1$ belongs to $l'=l+1$. The step of one comes from the Hamiltonian itself. Applying $H$ gives
\begin{equation}
H\begin{pmatrix}f\chi_{\kappa\mu}\\ g\chi_{-\kappa\mu}\end{pmatrix}=
\begin{pmatrix}
\big[(mc^2+V)f+ic\big(g'+\frac{1-\kappa}{r}g\big)\big]\chi_{\kappa\mu}\\[3pt]
\big[ic\big(f'+\frac{\kappa+1}{r}f\big)+(V-mc^2)g\big]\chi_{-\kappa\mu}
\end{pmatrix}. \label{block}
\end{equation}
The spinors of this form, at fixed $\kappa$ and $\mu$, are a space that $H$ does not leave. Together these spaces contain every spinor, because the $\chi_{\kappa\mu}$ are a complete set on the sphere.

Sharp $j$ is needed here too. Take $f=re^{-r}$ (in any length unit) times $Y_{10}$ with spin up. It has sharp $l=1$, but $j$ is mixed. Its mean $\boldsymbol\sigma\cdot\mathbf L$ equals the mean of $L_z$, which is zero; if $w$ is the weight of $j=\tfrac32$, then $w-2(1-w)=0$ and $w=\tfrac23$. By \eqref{sp}, the part with $\kappa=-2$ goes to $l'=2$ with amplitude $f'-f/r=-re^{-r}$, and the part with $\kappa=1$ goes to $l'=0$ with amplitude $f'+2f/r=(3-r)e^{-r}$. At $r=1$ the intensities are in the ratio $\tfrac23\cdot1:\tfrac13\cdot4$, so the fractions are $0.333$ for $l'=2$ and $0.667$ for $l'=0$. An angular quadrature gives the same values.

\subsection{Parity recovered}

Define an operator that multiplies each space in \eqref{block} by $(-1)^l$, with $l$ the orbital momentum of its upper component. It commutes with $H$, since $H$ does not connect different spaces. On the upper component the factor $(-1)^l$ is plain inversion. On the lower component $(-1)^l=-(-1)^{l'}$, which is minus plain inversion. The operator is therefore $\beta\mathcal I$, in agreement with \eqref{Pi} and \eqref{result}.

Any other set of constants, one for each space, would also commute with $H$. What distinguishes this set, up to a common factor such as the overall sign, is that it produces inversion times a constant matrix.

\section{What each derivation assumes}

The first derivation assumes that parity has the form $S\mathcal I$ and uses the mass term to fix $S$ up to a factor. Its parity part needs only $V(-\mathbf r)=V(\mathbf r)$. In an even but non-spherical potential, \eqref{opp} survives while $j$ is no longer conserved in general, so each component may contain several orbital momenta of one evenness. If $V$ is not even about the chosen origin, $\beta\mathcal I$ is not a symmetry.

The second derivation needs a central potential from the start, since otherwise $V$ would couple different $\kappa$. It does not use $m>0$, and it supplies the radial equations. It shows that $\beta\mathcal I$ is a symmetry, but not that $\beta$ is the only possible matrix; that comes from the first.

Both describe states chosen with sharp $j$ and parity. An energy eigenstate need not be of this kind when levels of opposite parity coincide, as happens in the following example.

\section{One electron on a tantalum nucleus}

Consider Ta$^{72+}$ with a fixed point nucleus and no radiative corrections. In atomic units $m=1$, $V=-Z/r$, $Z=73$ and $\zeta=Z/c=0.5327$. Put $f=P/r$ and $g=iQ/r$ in \eqref{block}. With $A=(c^2+E)/c$ and $B=(c^2-E)/c$, the equation $H\psi=E\psi$ becomes
\begin{equation}
P'+\frac{\kappa P-\zeta Q}{r}=AQ,\qquad
Q'+\frac{\zeta P-\kappa Q}{r}=BP .
\end{equation}
For the $n=2$, $j=\tfrac12$ states try $P=r^\gamma e^{-\lambda r}(p_0+p_1r)$ and $Q=r^\gamma e^{-\lambda r}(q_0+q_1r)$. The lowest power of $r$ gives $(\gamma+\kappa)p_0=\zeta q_0$ and $(\gamma-\kappa)q_0=-\zeta p_0$, hence $\gamma^2=\kappa^2-\zeta^2$ and $\gamma=0.8463$ for $|\kappa|=1$. The highest power gives $\lambda^2=AB$ and $q_1=-(B/\lambda)p_1$. The middle power gives
\begin{align}
(\gamma+1+\kappa)p_1-\zeta q_1&=\lambda p_0+Aq_0,\label{mid}\\
(\gamma+1-\kappa)q_1+\zeta p_1&=\lambda q_0+Bp_0 .
\end{align}
Multiply the first by $B$, the second by $\lambda$, and subtract; the right sides cancel because $AB=\lambda^2$. Inserting $q_1$ and dividing by $p_1$,
\begin{equation}
2B(\gamma+1)=\zeta\,\frac{\lambda^2-B^2}{\lambda}=\frac{\zeta B(A-B)}{\lambda}
\quad\Rightarrow\quad \lambda(\gamma+1)=\frac{\zeta E}{c},
\end{equation}
since $A-B=2E/c$. Squaring, with $\lambda^2=(c^4-E^2)/c^2$ and $(\gamma+1)^2+\zeta^2=2(1+\gamma)$,
\begin{equation}
\frac{E}{c^2}=\frac{\gamma+1}{\sqrt{(\gamma+1)^2+\zeta^2}}=\sqrt{\frac{1+\gamma}{2}}=\sqrt{0.92315}=0.9608 .
\end{equation}
The binding energy is $736$ hartree, or $20.0$ keV. The sign of $\kappa$ has dropped out, so $2s_{1/2}$ ($\kappa=-1$) and $2p_{1/2}$ ($\kappa=+1$) coincide in this model. Their parities are $+1$ and $-1$. The sum $(\psi_{2s}+\psi_{2p})/\sqrt2$ is stationary, but $\Pi$ turns it into $(\psi_{2s}-\psi_{2p})/\sqrt2$, so it has no definite parity.

The component weights follow from the energy. For a general mass, scaling lengths by $1/m$ shows that $E=mc^2F(Z/c)$. The Hellmann--Feynman theorem gives $\partial E/\partial m=c^2\langle\beta\rangle$, so $\langle\beta\rangle=E/mc^2$. As $\langle\beta\rangle$ is the upper weight minus the lower weight, the lower weight is $(1-0.9608)/2=0.0196$. In $2p_{1/2}$ the upper component has $l=1$ and the lower $l'=0$, so
\begin{equation}
\langle L^2\rangle=0.9804\times2+0.0196\times0=1.961,
\end{equation}
not $2$. Plain inversion has the mean value $-0.9804+0.0196=-0.961$, which is not an eigenvalue, whereas $\Pi=-1$. The $2p_{3/2}$ state also has $l=1$ and parity $-1$, but its lower component has $l'=2$.

The $s$ wave in the lower component of $2p_{1/2}$ matters close to the nucleus. There the density ratio of lower to upper component tends to
\begin{equation}
\Big(\frac{q_0}{p_0}\Big)^2=\Big(\frac{1+\gamma}{\zeta}\Big)^2=\Big(\frac{1.8463}{0.5327}\Big)^2=12.0 .
\end{equation}
For small $\zeta$ this grows as $4/\zeta^2$. The limit is finite because $P/r$ and $Q/r$ follow the same power $r^{\gamma-1}$ at the origin. To find where the densities are equal, take $p_0=\zeta$, $q_0=1+\gamma$ and $b=B/\lambda=\sqrt{0.0392/1.9608}=0.1414$. With $A=\lambda/b$ and $\lambda=37.99$ bohr$^{-1}$, equation \eqref{mid} gives
\begin{equation}
p_1=\frac{\lambda(\zeta+q_0/b)}{\gamma+2+\zeta b}\approx177\ \text{bohr}^{-1},\qquad
r_{=}=\frac{q_0-p_0}{p_1(1+b)}\approx0.0065\ \text{bohr},
\end{equation}
or $0.34$ pm. The ratio $Q/P$ falls steadily from $3.47$ at the origin to $-b$ at large $r$, so the small component is the larger one inside $r_{=}$ and the smaller one outside. The probability inside is only $1.2\times10^{-3}$ for the lower component and $0.8\times10^{-3}$ for the upper. A nucleus has a radius of roughly ten femtometres or less, far below $r_{=}$; the limit $12.0$ itself belongs to the point nucleus. The numerical check applies $H$ in Cartesian coordinates to these four-component functions and confirms their energies and parities.

\section*{Computed values}
\begin{verbatim}
matrices S allowed, with mass: 1; without mass: 2
relative commutator with H, beta*inversion: 7e-16
relative commutator with H, plain inversion: 1.33
same, beta*inversion, off-centre potential: 0.21
Common eigenspaces of J^2, J_z, parity (dimensionless):
 j=0.5 parity=+1 kappa=-1 l upper=0 l lower=1
 j=0.5 parity=-1 kappa=+1 l upper=1 l lower=0
 j=1.5 parity=+1 kappa=+2 l upper=2 l lower=1
 j=1.5 parity=-1 kappa=-2 l upper=1 l lower=2
 j=2.5 parity=+1 kappa=-3 l upper=2 l lower=3
 j=2.5 parity=-1 kappa=+3 l upper=3 l lower=2
 j=3.5 parity=+1 kappa=+4 l upper=4 l lower=3
 j=3.5 parity=-1 kappa=-4 l upper=3 l lower=4
sigma.p on r exp(-r) times l=1 function, at r=1:
 Y10 spin up: fraction l'=0 0.6667, l'=2 0.3333
 j=1/2: fraction l'=0 1.0000, l'=2 0.0000
Ta72+ ion: Z = 73, c = 137.035999 a.u., Z/c = 0.532707
gamma for |kappa|=1: 0.846300; for |kappa|=2: 1.927751
1s1/2: kappa=-1, l=0, l'=1, parity=+1
 inversion sign: upper +1, lower -1
 E - mc^2 = -2886.3133 hartree, E/mc^2 = 0.846300
 weight upper 0.923150, lower 0.076850
 <L^2> = 0.153700 hbar^2
2s1/2: kappa=-1, l=0, l'=1, parity=+1
 inversion sign: upper +1, lower -1
 E - mc^2 = -736.0014 hartree, E/mc^2 = 0.960807
 weight upper 0.980403, lower 0.019597
 <L^2> = 0.039193 hbar^2
2p1/2: kappa=+1, l=1, l'=0, parity=-1
 inversion sign: upper -1, lower +1
 E - mc^2 = -736.0014 hartree, E/mc^2 = 0.960807
 weight upper 0.980403, lower 0.019597
 <L^2> = 1.960807 hbar^2
2p3/2: kappa=-2, l=1, l'=2, parity=-1
 inversion sign: upper -1, lower +1
 E - mc^2 = -678.3781 hartree, E/mc^2 = 0.963875
 weight upper 0.981938, lower 0.018062
 <L^2> = 2.072249 hbar^2
2p1/2: E - mc^2 = -20027.6 eV
2p1/2 decay constant lambda = 37.9889 1/bohr
2p1/2 density ratio lower/upper (dimensionless):
 r -> 0: 12.0123
 r = 0.001 bohr: 6.59084
 r = 0.01 bohr: 0.48177
 r = 0.05 bohr: 0.00406
2p1/2 equal-density radius = 0.006512 bohr = 0.3446 pm
 probability inside: upper 7.710e-04, lower 1.233e-03
\end{verbatim}
